# Excitonic instability of an indirect-gap semiconductor before band closure under pressure

Suppose the band gap of a compressed semiconductor is computed at a series of pressures, and the pressure at which it reaches zero is reported as the end of the insulating phase. If the gap is indirect, this overestimates how far the ordinary semiconductor survives. Before the gap closes, an electron and a hole bound together cost less than nothing. Carrier densities and optical spectra computed around the filled valence band then refer to a state that is no longer the ground state, and the lowest exciton energy comes out negative, or can become imaginary if the calculation includes pair creation.

The condition for this failure is $E_g<E_b$, where $E_g$ is the indirect quasiparticle gap and $E_b$ the exciton binding energy. It marks the latest point at which the filled-valence state can be the ground state. Complexes of many pairs may end it earlier.

## Model

Atomic units are used, the volume is one, $\sum_k$ means $\int d^3k/(2\pi)^3$, and the temperature is zero. The valence maximum lies at the zone centre and the conduction minimum at wave vector $w$. Let $a_k^\dagger$ create a conduction electron at $w+k$, and let $b_k$ remove a valence electron at $k$. Removing an electron creates a hole, $h_{-k}^\dagger=b_k$. Spin is left out at first.

The carriers interact through their densities with $V_q=4\pi/(\varepsilon q^2)$. For $q\neq0$ the valence density is

$$\sum_k b_{k+q}^\dagger b_k=\sum_k h_{-k-q}h_{-k}^\dagger=-\sum_k h_{-k}^\dagger h_{-k-q}.$$

The minus sign from exchanging two fermion operators makes the electron–hole interaction attractive. The hole–hole product contains two such signs and stays repulsive. Its reordering also produces one-body terms, which are absorbed in the quasiparticle bands. The $q=0$ terms cancel by neutrality. Hence

$$\begin{aligned}H=&\sum_k\Big(E_g+\frac{k^2}{2m_e}\Big)a_k^\dagger a_k+\sum_k\frac{k^2}{2m_h}h_k^\dagger h_k-\sum_{kpq}V_q\,a_{k+q}^\dagger h_{p-q}^\dagger h_pa_k\\&+\frac12\sum_{kpq}V_q\big(a_{k+q}^\dagger a_{p-q}^\dagger a_pa_k+h_{k+q}^\dagger h_{p-q}^\dagger h_ph_k\big).\end{aligned}$$

This Hamiltonian conserves the number $N_c$ of conduction electrons. Terms that create pairs out of the filled band are treated below.

## One exciton

The neutral sector $N_c=0$ contains one state, the filled valence band $|0\rangle$. It is therefore an eigenstate, and its energy is taken as zero. In the sector $N_c=1$ take $\sum_k\psi_ka_k^\dagger h_{-k}^\dagger|0\rangle$, whose total wave vector is $w$. The kinetic terms add with $1/\mu=1/m_e+1/m_h$, the attraction moves the pair from $k'$ to $k$, and the repulsions need two equal particles and vanish:

$$\Big(\frac{k^2}{2\mu}+E_g\Big)\psi_k-\sum_{k'}V_{k-k'}\psi_{k'}=\Omega\,\psi_k .$$

In real space this is the hydrogen problem with potential $-1/(\varepsilon r)$. For $\psi=e^{-r/a}$,

$$-\frac{\nabla^2\psi}{2\mu}-\frac{\psi}{\varepsilon r}=\Big[-\frac1{2\mu a^2}+\frac1{\mu ar}-\frac1{\varepsilon r}\Big]\psi .$$

The $1/r$ terms cancel for $a=\varepsilon/\mu$. This solution has no node, so it is the lowest one:

$$\Omega=E_g-E_b,\qquad E_b=\frac1{2\mu a^2}=\frac{\mu}{2\varepsilon^2}.$$

If $E_g<E_b$, a state with one exciton lies below $|0\rangle$, so $|0\rangle$ is not the ground state. Within the model this needs no mean-field argument.

Now let $N(E_g+e_N)$ be the lowest energy with $N$ pairs. The filled band is the ground state only while $E_g\ge-e_N$ for every $N$. The true threshold is therefore

$$E_g^*=\max_N(-e_N)\ \ge\ -e_1=E_b .$$

If the maximum lies at large $N$, the semiconductor changes discontinuously into a state of finite pair density before single excitons become free of cost. Once spin is restored, $N=2$ already matters, because two excitons bind into a biexciton. A variational calculation with correlated Gaussians gives $-e_2\ge1.028E_b$ for equal masses and $-e_2\ge1.07E_b$ for $m_h=10m_e$, so $E_g^*$ then lies strictly above $E_b$ even with one valley.

## Terms that create pairs

The full Coulomb interaction also contains $\frac12\sum B_{kk'}P_k^\dagger P_{k'}^\dagger$ plus its conjugate, with $P_k^\dagger=a_k^\dagger h_{-k}^\dagger$. Where momentum conservation requires it, the index also runs over pairs at $-w$. Mix a small amplitude $X_k$ of pairs into the filled band. No linear term appears, because one pair carries wave vector $w$ and the filled band carries none. To second order the energy changes by

$$\delta E=X^\dagger AX+\mathrm{Re}\,(X^\dagger BX^*),$$

where $A$ is the exciton matrix with lowest eigenvalue $\Omega$. Let $X$ be its lowest eigenvector. Replacing $X$ by $e^{i\varphi}X$ leaves the first term unchanged and multiplies $X^\dagger BX^*$ by $e^{-2i\varphi}$. A suitable phase makes the second term zero or negative. At fixed $A$, pair creation thus cannot delay the instability of the filled-band determinant.

## What replaces the filled band

Consider one electron species and one hole species in mean field, with

$$|\Phi\rangle=\prod_k(u_k+v_ka_k^\dagger h_{-k}^\dagger)|0\rangle,\qquad u_k^2+v_k^2=1 .$$

Each species has occupation $v_k^2$. Exchange gives $-\frac12\sum Vv^2v'^2$ for electrons and the same for holes. The attraction gives $-\sum V\,uv\,u'v'$. With primes marking $k'$ and $V=V_{k-k'}$, the energy is

$$W=\sum_k\Big(\frac{k^2}{2\mu}+E_g\Big)v^2-\sum_{kk'}V\,(v^2v'^2+uv\,u'v').$$

Put $v=\sin(\theta/2)$ and $u=\cos(\theta/2)$. Then $dv^2/d\theta=\frac12\sin\theta$ and $d(uv)/d\theta=\frac12\cos\theta$. Each double sum contains $\theta_k$ twice, so $dW/d\theta_k=0$ becomes

$$X_k\sin\theta_k=D_k\cos\theta_k,\quad X_k=\frac{k^2}{2\mu}+E_g-2\sum_{k'}Vv'^2,\quad D_k=2\sum_{k'}Vu'v'.$$

For small $v$ this reduces to $(k^2/2\mu+E_g)v=\sum Vv'$, which is the exciton equation with $\Omega=0$. The pair state therefore branches off at $E_g=E_b$. Its mixing of valence states at $k$ with conduction states at $w+k$ breaks the translation symmetry of the lattice.

### Density near the onset

Insert $u\approx1-v^2/2$. The product $-uv\,u'v'$ becomes $-vv'+\frac12(v^3v'+vv'^3)$, and the fourth-order energy is

$$W_4=\sum_{kk'}V(v^3v'-v^2v'^2)=\frac12\sum_{kk'}V\,vv'(v-v')^2 ,$$

where the last form follows by symmetrizing in $k$ and $k'$. It is positive for the $1s$ state, whose amplitudes all have one sign, so the density grows continuously from zero. An earlier jump to a dense state is also excluded in this model. Since $|vv'+uu'|\le1$, the interaction terms obey $v^2v'^2+uv\,u'v'\le|v||v'|$, and the exciton equation then gives $W\ge(E_g-E_b)\sum_kv_k^2$. For $E_g>E_b$ no pair state of this form lies below the filled band.

Near the onset $v_k=\sqrt n\,\psi_k$, where $n$ is the exciton density and

$$\psi_k=\frac{8\sqrt\pi\,a^{3/2}}{(1+a^2k^2)^2},\qquad\sum_k\psi_k^2=1 .$$

Admixtures of other exciton states are of order $n^{3/2}$ and change the energy only at order $n^3$.

For the first part of $W_4$, the exciton equation gives $\sum_{k'}V\psi'=E_b(1+a^2k^2)\psi$. With $ak=\tan t$,

$$\sum_{kk'}V\psi^3\psi'=2048\,E_ba^3\int_0^{\pi/2}\sin^2t\,\cos^{10}t\,dt=2048\cdot\frac{21\pi}{2048}E_ba^3=21\pi E_ba^3 .$$

The second part is simpler in real space. The transform of $\psi_k^2$ is the overlap $S$ of two $1s$ functions at distance $r=Ra$. In elliptic coordinates,

$$S=\frac{R^3}4\int_1^\infty d\xi\,e^{-R\xi}\int_{-1}^1d\eta\,(\xi^2-\eta^2)=e^{-R}\Big(1+R+\frac{R^2}3\Big).$$

Since $1/\varepsilon=2E_ba$,

$$\sum_{kk'}V\psi^2\psi'^2=\int d^3r\,\frac{S^2}{\varepsilon r}=8\pi E_ba^3\int_0^\infty R\,S^2\,dR=8\pi\cdot\frac{25}{12}E_ba^3=\frac{50\pi}3E_ba^3 .$$

The difference is $13\pi/3$, so

$$W=(E_g-E_b)\,n+\frac{13\pi}3E_ba^3n^2+O(n^3).$$

Setting $dW/dn=0$ gives

$$n=\frac{3(E_b-E_g)}{26\pi E_ba^3},\qquad W=-\frac{3(E_b-E_g)^2}{52\pi E_ba^3}.$$

For $E_g>E_b$ the minimum near zero density is at $n=0$.

### The gap of the pair state

The mean-field problem at each $k$ is a two-by-two matrix with level difference $E_k=\sqrt{X_k^2+D_k^2}$. The mean of its levels is $\eta_k=\frac{k^2}4(1/m_e-1/m_h)$, up to a constant. Adding an electron costs $E_k/2+\eta_k$ and adding a hole costs $E_k/2-\eta_k$. The many-body gap is the sum of the two minima, each taken over $k$ separately.

This gap rises just after the onset, although $E_g$ falls. At $k=0$ the $1s$ state gives $2\sum Vv'^2=80\pi E_ba^3n$ and $D_0^2=4nE_b^2\psi_0^2=256\pi E_b^2a^3n$. Expanding the root for small $D_0$,

$$E_0\approx E_g+(128\pi-80\pi)E_ba^3n=E_b+\Big(\frac{72}{13}-1\Big)(E_b-E_g).$$

With finite masses both minima stay at $k=0$ close enough to the onset. The expansion of the root formally requires $256\pi a^3n\ll1$. With a heavy hole an earlier limit is that the hole minimum leaves $k=0$. For $m_h=10m_e$ this happens between $na^3=3\times10^{-4}$ and $10^{-3}$, and the many-body gap then falls below $E_0$. All rows of the table below lie in that regime: in the first row the formula gives 0.080 eV, the full $E_0$ is 0.077 eV and the gap is 0.068 eV. There the full equations must be solved.

## Pressure and the role of the indirect gap

Let $E_g=G-sP$, where $G$ is the gap at zero pressure and $s$ its closing rate, with $E_b$ held fixed. The exciton instability $E_g=E_b$ occurs at $P_c$ and band closure $E_g=0$ at $P_0$:

$$P_c=\frac{G-E_b}s=P_0-\frac{E_b}s,\qquad P_0=\frac{G}s .$$

If $E_b$ varies continuously with pressure, $E_g-E_b$ is positive at low pressure and equals $-E_b<0$ at $P_0$. It must vanish in between, provided $E_b$ stays finite there.

An indirect gap allows this. Long-wave screening comes from vertical transitions, because a perturbation with small $q$ cannot supply $w$. Their energies are at least the direct gap, which stays open, so $\varepsilon$ remains finite.

A direct gap behaves differently if light can excite electrons across it. Two bands coupled by a momentum matrix element $p$ have the separation

$$\sqrt{E_g^2+4p^2k^2}\approx E_g+\frac{2p^2k^2}{E_g}.$$

Comparison with $E_g+k^2/2\mu$ gives $\mu=E_g/(4p^2)$, and hence $E_b/E_g=1/(8p^2\varepsilon^2)$. The binding energy shrinks together with the gap. For $p^2=10$ eV and $\varepsilon=15$ the ratio is 0.0015 at any small gap, and the crossing is missed. A growing $\varepsilon$ lowers the ratio further. If symmetry makes $p$ vanish, this argument does not apply, and the crossing can occur at a direct gap too.

## Worked example

Take $m_e=1$, $m_h=10$, $\varepsilon=15$, a gap of 0.13 eV at zero pressure and a closing rate of 0.11 eV/GPa. Masses and $\varepsilon$ are held fixed. Then $\mu=10/11=0.909$ and

$$E_b=\frac{0.909}{2\times15^2}\ \text{hartree}=0.055\ \text{eV},\qquad a=\frac{15}{0.909}\ \text{bohr}=8.7\ \text{Å},$$

$$P_0=\frac{0.13}{0.11}=1.18\ \text{GPa},\qquad P_c=\frac{0.13-0.055}{0.11}=0.68\ \text{GPa}.$$

The filled-valence description fails 0.50 GPa before the bands touch. Solving the stationarity condition by iteration on a radial momentum grid gives, for one species of each carrier:

| $P$ (GPa) | $E_g$ (eV) | $na^3$ | many-body gap (eV) |
|---|---|---|---|
| 0.73 | 0.0495 | 0.0039 | 0.068 |
| 0.93 | 0.0275 | 0.022 | 0.088 |
| 1.18 | 0 | 0.049 | 0.097 |

At the first pressure the onset formula gives $na^3=0.0037$, about 5% below the full solution. At $P_0$ it gives 0.037, which is 25% too low. At band closure this model is still an insulator, with a gap larger than $E_b$.

## The real case and the neglected effects

The parameters are rough values in the regime of thulium selenide–telluride alloys, which have a gap near 0.1 eV that closes around 1 GPa, a flat f-like valence band and three conduction valleys. The hole mass is a round stand-in for the flat band. An infinite mass would raise $\mu$ to 1 and $E_b$ by 10%. The densities in the table illustrate the one-species model and do not predict the alloy, whose f electrons are also strongly correlated.

**Screening and band shape.** If the polar lattice screens fully, with a rough $\varepsilon=25$, then $E_b$ drops to 0.020 eV and $P_c$ rises to 1.00 GPa. An anisotropic valley with mass ratio 3 and the same mean inverse mass gives 0.058 eV with an ellipsoidal exponential trial function.

Continuum screening is the weaker assumption. Remove it inside a sphere of radius $R_c=2.46$ Å, the volume of one primitive cell for a rough lattice parameter of 6.3 Å. The potential there becomes $-1/r+(1-1/\varepsilon)/R_c$. First-order perturbation theory adds 0.062 eV, already more than $E_b$ itself, and it fails here. The unscreened well holds a hydrogen-like state of radius $1/\mu=0.58$ Å, which fits well inside the sphere and has the energy $-\mu/2+(1-1/\varepsilon)/R_c=-0.254$ hartree, or $-6.9$ eV. At that size effective masses have no meaning, so this is not a prediction either. It shows that the attraction at short distance must be computed with the real bands and a screening that depends on wave vector. The continuum value of $P_c$ is therefore a rough estimate for such a material.

**Temperature.** At the threshold gap $E_g=E_b$, thermal carriers of density $n_T=\sqrt{N_eN_h}\,e^{-E_g/2k_BT}$ screen the attraction over a length $\sqrt{\varepsilon k_BT/8\pi n_T}$. Here $N_e=6(m_ek_BT/2\pi)^{3/2}$ and $N_h=2(m_hk_BT/2\pi)^{3/2}$ count spin and valleys. The radial equation with this exponential screening, solved by finite differences, leaves a binding energy of 0.054 eV at 30 K. The formula is only marginal here, because a sphere with the screening length as radius holds about 0.7 carriers. But each carrier has a sphere of radius about 860 Å to itself, roughly a hundred times the exciton radius, so free carriers leave the binding almost intact at that temperature.

The same formula gives 0.023 eV at 77 K and no binding at 300 K, but it does not apply there. At 77 K the screening length is 23 Å, while the sphere available to each carrier has a radius of about 60 Å. A sphere with the screening length as radius therefore holds only about 0.05 carriers on average. Carriers weaken the binding as the temperature rises, by an amount this estimate does not fix. The same screening also lowers the quasiparticle gap by $1/\varepsilon\lambda$ for a screening length $\lambda$, which cancels the loss of binding to first order. At 30 K both shifts are 0.0013 eV, so $\Omega=E_g-E_b$ moves much less than $E_b$. It also leaves out thermally excited excitons, which cost no energy at the threshold and can shift the transition even at low temperature.

**Electron–hole liquid.** Many pairs may condense into a metallic liquid. In units $\mu=\varepsilon=1$, with masses $m_s$ in units of $\mu$, degeneracies $g_s=6$ and 2, and $k_s=(6\pi^2n/g_s)^{1/3}$, its energy per pair measured from the gap is

$$e=\sum_s\Big(\frac{3k_s^2}{10m_s}-\frac{3k_s}{4\pi}\Big)+\frac1n\int\!\frac{d^3q}{(2\pi)^3}\int_0^\infty\!\frac{d\omega}{2\pi}\big[\ln(1+V_q\Pi)-V_q\Pi\big].$$

The first sum is kinetic and exchange energy. The integral is the ring-sum correlation energy, with $\Pi$ the free-carrier response at imaginary frequency. Without correlation the minimum is $-0.52E_b$. This is an upper bound on the liquid's energy and does not decide the matter. With the ring sum it is $-1.55E_b$, which puts the threshold at a gap of 0.085 eV and a pressure of 0.41 GPa. The ring sum overestimates correlation in the ordinary electron gas, where the accurate value is about 0.7 of it at $r_s=2$ and 0.6 at $r_s=12$. Scaling the correlation term by these factors gives $-1.22E_b$ and $-1.12E_b$, so this number is an indication, not a bound. With three valleys, a discontinuous transition to the liquid may well come before the continuous onset of excitons.

## Use in a calculation

Compute the quasiparticle gap and the lowest exciton at total wave vector $w$, and follow $\Omega(P)$ to zero. An optical spectrum contains excitons of zero wave vector and does not show this crossing directly. An error $\delta E_g$ in the gap at fixed $E_b$ shifts $P_c$ by $\delta E_g/s$, or 0.09 GPa per 0.01 eV in the example. The many-pair energies $e_N$ must also be estimated before the transition is called excitonic. With spin the biexciton alone moves the threshold, by at least 0.037 GPa in the example, and several valleys or heavy carriers can move it further.
